**Growth stress in a Maxwell oxide layer: closed form against a tensor model**

The program tests $\sigma(t)=-6\eta g(1-e^{-t/\tau})$ with $\tau=6\eta/M$ and $M=E/(1-\nu)$. Here $\sigma$ is the in-plane stress (tension positive), $g$ the in-plane growth-strain rate, $\eta$ the shear viscosity, $E$ Young's modulus and $\nu$ Poisson's ratio. It integrates all three normal stress components from the stiffness matrix and deviatoric flow, and asserts agreement with the closed form at four times, in the steady and elastic limits, and after growth stops. Further assertions compare the corrections for slowing growth and stress-free new oxide with history integrals, the creeping substrate with a two-layer tensor model, and all three together with an explicit stack of laminae. For rough parameters in the regime of an alumina scale near 1100 °C, the output gives a relaxation time of 3.79 h and a steady stress of −120 MPa. The three corrections together reduce the size of the stress at five relaxation times by 15.1%. If creep occurs by diffusion along grain boundaries, grains 10% larger raise the size of the steady stress by 33.1% at fixed growth rate, and elastic cooling to room temperature adds −2851 MPa.

## Numerical check

```python
"""Growth stress in an oxidising Maxwell layer on a rigid substrate.

Result under test (tension positive, zero initial stress):
    stress(t) = -6*eta*g*(1 - exp(-t/tau)),  tau = 6*eta/M,  M = E/(1-nu)
    late time: -6*eta*g        early time: -M*g*t
E: Young's modulus, nu: Poisson's ratio, eta: shear viscosity,
g: in-plane growth-strain rate, M: biaxial modulus, tau: relaxation time.
The independent road integrates all normal stress components, using the
isotropic stiffness matrix and volume-conserving deviatoric flow.
All internal quantities are in SI units. Material inputs are rough values in
the regime of an alumina scale on a heat-resisting alloy near 1100 deg C.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp

# Oxide inputs
E, nu, eta, g = 330e9, 0.25, 1e15, 2e-8
h0, speed0 = 3000e-9, 0.005e-9
# Substrate inputs; H is half the thickness of a coupon oxidised on both faces
E_sub, nu_sub, eta_sub, H = 120e9, 0.30, 1e14, 0.5e-3
# Inputs for temperature, cooling and grain-size estimates
T_hot, T_room, dT = 1373.0, 293.0, 10.0
activation_eV, expansion_difference, coarsening = 4.5, 6e-6, 1.10

M = E / (1 - nu)
M_sub = E_sub / (1 - nu_sub)
tau = 6 * eta / M
steady = -6 * eta * g
t_late = 5 * tau


def layer_stress(t):
    """Derived closed form for constant growth-strain rate."""
    return steady * (-np.expm1(-t / tau))


def stiffness(young, poisson):
    """Stiffness matrix for the three normal components."""
    lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
    shear = young / (2 * (1 + poisson))
    return lame * np.ones((3, 3)) + 2 * shear * np.eye(3)


def tensor_rates(stress, layers, rigid):
    """Stress rates and total strain rates for bonded layers."""
    n = len(layers)
    matrix, rhs = np.zeros((n + 1, n + 1)), np.zeros(n + 1)
    flows = []
    for k, (thickness, C, viscosity, growth) in enumerate(layers):
        flow = (stress[k] - stress[k].mean()) / (2 * viscosity) + growth
        flows.append(flow)
        # The free surface requires zero normal stress rate.
        matrix[k + 1, 0] = C[2, 0] + C[2, 1]
        matrix[k + 1, k + 1] = C[2, 2]
        rhs[k + 1] = C[2] @ flow
        # The total in-plane force is zero if the substrate is not rigid.
        matrix[0, 0] += thickness * (C[0, 0] + C[0, 1])
        matrix[0, k + 1] += thickness * C[0, 2]
        rhs[0] += thickness * (C[0] @ flow)
    if rigid:
        matrix[0], rhs[0] = 0.0, 0.0
        matrix[0, 0] = 1.0
    x = np.linalg.solve(matrix, rhs)
    strain_rates = np.array([[x[0], x[0], x[k + 1]] for k in range(n)])
    stress_rates = np.array([layers[k][1] @ (strain_rates[k] - flows[k])
                             for k in range(n)])
    return stress_rates, strain_rates


def tensor_run(layers, duration, rigid=True, start=None):
    """Integrate the tensor model; return final stresses and strain rates."""
    n = len(layers)
    initial = np.zeros((n, 3)) if start is None else np.array(start)
    solution = solve_ivp(
        lambda t, y: tensor_rates(y.reshape(n, 3), layers, rigid)[0].ravel(),
        (0, duration), initial.ravel(), method="DOP853", rtol=1e-9, atol=1e-2)
    assert solution.success
    final = solution.y[:, -1].reshape(n, 3)
    return final, tensor_rates(final, layers, rigid)[1]


def close(a, b, relative):
    return abs(a - b) <= relative * abs(b)


C_ox = stiffness(E, nu)
in_plane = np.array([g, g, 0.0])
oxide = (h0, C_ox, eta, in_plane)

# Full history, including the time at which 95 percent is reached
t95 = tau * np.log(20)
for time in (0.1 * tau, tau, t95, t_late):
    final, _ = tensor_run([oxide], time)
    assert close(final[0, 0], layer_stress(time), 1e-6)
final95, _ = tensor_run([oxide], t95)
assert close(final95[0, 0], 0.95 * steady, 1e-6)

# Normal growth leaves stress unchanged; creep adds 2*g to thickening rate
normal_growth = (h0, C_ox, eta, np.array([g, g, 3 * g]))
final, rates = tensor_run([normal_growth], 25 * tau)
assert close(final[0, 0], steady, 1e-6)
assert close(rates[0, 2], 3 * g + 2 * g, 1e-5)

# Steady stress is independent of elastic constants
other_elastic = (h0, stiffness(2 * E, 0.10), eta, in_plane)
final, _ = tensor_run([other_elastic], 25 * tau)
assert close(final[0, 0], steady, 1e-6)

# Early-time limit and its first correction
x_early = 0.02
final, _ = tensor_run([oxide], x_early * tau)
early_ratio = final[0, 0] / (-M * g * x_early * tau)
assert abs(early_ratio - (1 - x_early / 2)) < x_early**2 / 5

# Elastic law at fixed time when viscosity is very large
final, _ = tensor_run([(h0, C_ox, 1e7 * eta, in_plane)], tau)
assert close(final[0, 0], -M * g * tau, 1e-6)

# Decay after growth stops
start = [[steady, steady, 0.0]]
final, _ = tensor_run([(h0, C_ox, eta, np.zeros(3))], t_late, start=start)
remaining = final[0, 0] / steady
assert close(remaining, np.exp(-5), 1e-5)


def thickness(t, speed=speed0):
    """Parabolic thickening from h0 with the given initial speed."""
    return np.sqrt(h0**2 + 2 * h0 * speed * t)


def corrected_stress(duration, slowing=False, fresh=False, substrate=False,
                     speed=speed0):
    """Mean oxide stress with selected neglected effects restored."""
    def rate(t, y):
        h = thickness(t, speed)
        v = h0 * speed / h
        growth = g * h0 / h if slowing else g
        drive = -M * growth - y[0] / tau
        if fresh:
            drive -= y[0] * v / h
        inertia = 1.0
        if substrate:
            inertia += h * M / (H * M_sub)
            drive -= M * y[0] * (v / (H * M_sub) + h / (6 * eta_sub * H))
        return [drive / inertia]
    solution = solve_ivp(rate, (0, duration), [0.0], method="DOP853",
                         rtol=1e-9, atol=1e-2)
    assert solution.success
    return solution.y[0, -1]


base = layer_stress(t_late)
slow_stress = corrected_stress(t_late, slowing=True)
fresh_stress = corrected_stress(t_late, fresh=True)
sub_stress = corrected_stress(t_late, substrate=True)
all_stress = corrected_stress(t_late, True, True, True)

# Slowing growth: history integral against differential equation
integral = quad(lambda s: g * h0 / thickness(s) * np.exp(-(t_late - s) / tau),
                0, t_late, epsabs=0, epsrel=1e-9)[0]
assert close(slow_stress, -M * integral, 1e-6)

# Fresh oxide: average over elements of different age
new_force = quad(lambda s: h0 * speed0 / thickness(s)
                 * layer_stress(t_late - s), 0, t_late,
                 epsabs=0, epsrel=1e-9)[0]
average = (h0 * layer_stress(t_late) + new_force) / thickness(t_late)
assert close(fresh_stress, average, 1e-6)

# Elastic, creeping substrate: two-layer tensor model at fixed thickness
substrate_layer = (H, stiffness(E_sub, nu_sub), eta_sub, np.zeros(3))
final, _ = tensor_run([oxide, substrate_layer], tau, rigid=False)
assert close(final[0, 0], corrected_stress(tau, substrate=True, speed=0), 1e-5)
final, _ = tensor_run([oxide, substrate_layer], 30 * tau, rigid=False)
creep_ratio = eta * h0 / (eta_sub * H)
steady_sub = steady / (1 + creep_ratio)
assert close(final[0, 0], steady_sub, 1e-5)


def lamina_stack(duration, steps):
    """Add stress-free laminae explicitly and enforce force balance."""
    dt = duration / steps
    widths, stresses = np.zeros(steps + 1), np.zeros(steps + 1)
    widths[0], sub = h0, 0.0
    for k in range(steps):
        h = widths[:k + 1].sum()
        growth = g * h0 / h
        relaxation = np.sum(widths[:k + 1] * stresses[:k + 1]) / tau
        strain_rate = ((h * M * growth + relaxation
                        + H * M_sub * sub / (6 * eta_sub))
                       / (h * M + H * M_sub))
        stresses[:k + 1] += dt * (M * (strain_rate - growth)
                                  - stresses[:k + 1] / tau)
        sub += dt * M_sub * (strain_rate - sub / (6 * eta_sub))
        widths[k + 1] = h0 * speed0 / h * dt
    return np.sum(widths * stresses) / widths.sum()


# First-order time stepping limits this comparison to about one part in 1000.
assert close(lamina_stack(t_late, 4000), all_stress, 2e-3)

# Boundary-diffusion creep: eta proportional to T*d**3*exp(Q/(k*T))
k_eV = constants.k / constants.e
hot_factor = ((T_hot + dT) / T_hot
              * np.exp(activation_eV / k_eV * (1 / (T_hot + dT) - 1 / T_hot)))
hot_steady = steady * hot_factor
coarse_steady = steady * coarsening**3

# Rapid elastic cooling: substrate contracts more than oxide
mismatch = expansion_difference * (T_hot - T_room)
cooling = -M * mismatch
quench = (h0, C_ox, 1e12 * eta, np.array([mismatch, mismatch, 0.0]))
final, _ = tensor_run([quench], 1.0)
assert close(final[0, 0], cooling, 1e-6)

# Elastic energy density from tensor compliance
stress_vector = np.array([steady, steady, 0.0])
density = 0.5 * stress_vector @ np.linalg.solve(C_ox, stress_vector)
assert close(density, steady**2 / M, 1e-10)
energy_hot = h0 * density
energy_cold = h0 * (steady + cooling)**2 / M


def show(label, value, unit, form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


def show_effect(label, value, reference):
    change = 100 * (value / reference - 1)
    print(f"{label}: {value/1e6:.2f} MPa ({change:+.1f}% in size)")


print("INPUTS (rough)")
show("Oxide Young's modulus", E / 1e9, "GPa")
show("Oxide Poisson ratio", nu, "")
show("Oxide viscosity", eta, "Pa s", ".2e")
show("Growth-strain rate", g, "1/s", ".2e")
show("Initial oxide thickness", h0 * 1e9, "nm")
show("Initial thickening speed", speed0 * 1e9, "nm/s")
show("Substrate Young's modulus", E_sub / 1e9, "GPa")
show("Substrate Poisson ratio", nu_sub, "")
show("Substrate viscosity", eta_sub, "Pa s", ".2e")
show("Substrate half-thickness", H * 1e3, "mm")
show("Growth temperature", T_hot, "K")
show("Room temperature", T_room, "K")
show("Creep activation energy", activation_eV, "eV")
show("Expansion difference", expansion_difference, "1/K", ".2e")
print("MAIN RESULTS")
show("Biaxial modulus", M / 1e9, "GPa", ".1f")
show("Relaxation time", tau, "s", ".0f")
show("Relaxation time converted", tau / 3600, "h", ".2f")
show("Steady stress", steady / 1e6, "MPa", ".2f")
show("Steady stress converted", steady / 1e9, "GPa", ".3f")
show("Initial stress rate", -M * g / 1e3, "kPa/s", ".2f")
show("Steady elastic strain", steady / M, "", ".3e")
show("Time to 95% of steady stress", t95, "s", ".0f")
show("Stress left 5 tau after growth stops", 100 * remaining, "%", ".2f")
print("HISTORY: time s | stress MPa | elastic law MPa | excess %")
for time in (600.0, 3600.0, tau, 3 * tau, t_late):
    exact, elastic = layer_stress(time), -M * g * time
    print(f"{time:.0f} | {exact/1e6:.2f} | {elastic/1e6:.2f} | "
          f"{100*(elastic/exact-1):.1f}")
print("NEGLECTED EFFECTS AT 5 TAU")
show("Oxide thickness then", thickness(t_late) * 1e9, "nm", ".0f")
show("Growth rate left if it slows", 100 * h0 / thickness(t_late), "%", ".1f")
show_effect("Slowing growth", slow_stress, base)
show_effect("Stress-free new oxide", fresh_stress, base)
show_effect("Elastic creeping substrate", sub_stress, base)
show_effect("These three together", all_stress, base)
print("OTHER ESTIMATES")
show("Substrate creep ratio", creep_ratio, "", ".3f")
show_effect("Steady, creeping substrate, fixed h", steady_sub, steady)
show_effect(f"Steady, {dT:.0f} K hotter, same g", hot_steady, steady)
show_effect(f"Steady, grains {100*(coarsening-1):.0f}% larger",
            coarse_steady, steady)
show("Creep thickening by 5 tau, upper bound", 200 * g * t_late, "%", ".2f")
show("Added elastic stress on cooling", cooling / 1e6, "MPa", ".0f")
show("Stored energy at growth temperature", energy_hot, "J/m2", ".3f")
show("Stored energy after elastic cooling", energy_cold, "J/m2", ".1f")
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUTS (rough)
Oxide Young's modulus: 330 GPa
Oxide Poisson ratio: 0.25
Oxide viscosity: 1.00e+15 Pa s
Growth-strain rate: 2.00e-08 1/s
Initial oxide thickness: 3000 nm
Initial thickening speed: 0.005 nm/s
Substrate Young's modulus: 120 GPa
Substrate Poisson ratio: 0.3
Substrate viscosity: 1.00e+14 Pa s
Substrate half-thickness: 0.5 mm
Growth temperature: 1373 K
Room temperature: 293 K
Creep activation energy: 4.5 eV
Expansion difference: 6.00e-06 1/K
MAIN RESULTS
Biaxial modulus: 440.0 GPa
Relaxation time: 13636 s
Relaxation time converted: 3.79 h
Steady stress: -120.00 MPa
Steady stress converted: -0.120 GPa
Initial stress rate: -8.80 kPa/s
Steady elastic strain: -2.727e-04
Time to 95% of steady stress: 40851 s
Stress left 5 tau after growth stops: 0.67 %
HISTORY: time s | stress MPa | elastic law MPa | excess %
600 | -5.17 | -5.28 | 2.2
3600 | -27.84 | -31.68 | 13.8
13636 | -75.85 | -120.00 | 58.2
40909 | -114.03 | -360.00 | 215.7
68182 | -119.19 | -600.00 | 403.4
NEGLECTED EFFECTS AT 5 TAU
Oxide thickness then: 3323 nm
Growth rate left if it slows: 90.3 %
Slowing growth: -109.62 MPa (-8.0% in size)
Stress-free new oxide: -117.02 MPa (-1.8% in size)
Elastic creeping substrate: -112.01 MPa (-6.0% in size)
These three together: -101.14 MPa (-15.1% in size)
OTHER ESTIMATES
Substrate creep ratio: 0.060
Steady, creeping substrate, fixed h: -113.21 MPa (-5.7% in size)
Steady, 10 K hotter, same g: -91.81 MPa (-23.5% in size)
Steady, grains 10% larger: -159.72 MPa (+33.1% in size)
Creep thickening by 5 tau, upper bound: 0.27 %
Added elastic stress on cooling: -2851 MPa
Stored energy at growth temperature: 0.098 J/m2
Stored energy after elastic cooling: 60.2 J/m2
ALL CHECKS PASSED
```
